# Chiral kinetic theory and the anomaly from the Berry monopole

## Result and conventions

A Weyl particle of chirality $\chi=\pm1$ and charge $q$ has the Hamiltonian

$$H=\chi v\,\boldsymbol\sigma\cdot(\mathbf P-q\mathbf A)+q\phi ,\tag{1}$$

with canonical momentum $\mathbf P$ and kinetic momentum $\mathbf p=\mathbf P-q\mathbf A$. Let $|u(\mathbf p)\rangle$ be the spinor of the upper band, of energy $vp$, and define

$$\mathbf a=-i\hbar\langle u|\nabla_p u\rangle,\qquad \boldsymbol\Omega=\nabla_p\times\mathbf a .\tag{2}$$

To first order in $\hbar$, in slowly varying fields and without collisions, the distribution $f(\mathbf x,\mathbf p,t)$ obeys

$$D\,\partial_tf+(D\dot{\mathbf x})\cdot\nabla_xf+(D\dot{\mathbf p})\cdot\nabla_pf=0,\tag{3}$$

$$\boldsymbol\Omega=\frac{\chi\hbar\,\hat{\mathbf p}}{2p^2},\qquad D=1+q\mathbf B\cdot\boldsymbol\Omega,\qquad \varepsilon=vp\,(1-q\mathbf B\cdot\boldsymbol\Omega).\tag{4}$$

For $q=1$ the measure is $1+\mathbf B\cdot\boldsymbol\Omega$; the opposite sign convention for $\mathbf a$ would turn the plus into a minus. With both bands counted, one node has the number source

$$\partial_tn+\nabla\cdot\mathbf j=\frac{\chi q^2}{4\pi^2\hbar^2}\,\mathbf E\cdot\mathbf B .\tag{5}$$

The description needs $\hbar|qB|\ll p^2$ and $\hbar|qE|\ll vp^2$. It therefore fails at $p=0$, and (5) must be obtained without using (3) there.

## The monopole

For $\chi=+1$ the upper spinor points along $\hat{\mathbf p}$: $u=(\cos\frac\theta2,\;e^{i\varphi}\sin\frac\theta2)$. Only its $\varphi$ derivative contributes to $\langle u|\nabla_pu\rangle$, so $a_\varphi=\hbar\sin^2(\theta/2)/(p\sin\theta)$. Since $p\,a_\varphi$ does not depend on $p$, the curl is radial:

$$\Omega_p=\frac{1}{p\sin\theta}\partial_\theta(\sin\theta\,a_\varphi)
=\frac{\hbar}{p^2\sin\theta}\,\partial_\theta\sin^2\frac\theta2=\frac{\hbar}{2p^2}.$$

For $\chi=-1$ the spinor is $(-e^{-i\varphi}\sin\frac\theta2,\cos\frac\theta2)$, which reverses $\mathbf a$. This proves the first formula in (4). Its flux through any sphere around the node is $4\pi p^2\cdot\chi\hbar/(2p^2)$, hence

$$\nabla_p\cdot\boldsymbol\Omega=2\pi\hbar\chi\,\delta^3(\mathbf p).\tag{6}$$

## The energy shift

Consider a packet centred at $\mathbf x_c$, and let $\mathbf r=\mathbf x-\mathbf x_c$. To first order in $\mathbf r$, $\mathbf A=\mathbf A(\mathbf x_c)+\frac12\mathbf B\times\mathbf r$; the symmetric part of $\partial_iA_j$ is the gradient of a quadratic function and is removed by a gauge transformation. With $\mathbf V=\chi v\boldsymbol\sigma$, the extra term in (1) is

$$-\frac q2\mathbf V\cdot(\mathbf B\times\mathbf r)=-\frac q2\mathbf B\cdot(\mathbf r\times\mathbf V)\;\Rightarrow\;\delta\varepsilon=-\mathbf m\cdot\mathbf B,\quad \mathbf m=\frac q2\langle\mathbf r\times\mathbf V\rangle .\tag{7}$$

Write the packet as $g(\mathbf p)u(\mathbf p)$ with a narrow envelope $g$. Position acts as $i\hbar\nabla_p$. With $Q=1-|u\rangle\langle u|$,

$$i\hbar\nabla_p(gu)=u\,(i\hbar\nabla_p-\mathbf a)g+i\hbar\,g\,Q\nabla_pu .\tag{8}$$

The first term stays in the band. Its mean is $\mathbf x_c$, and its contribution to $\mathbf m$ vanishes in the narrow limit if position and momentum are uncorrelated in the envelope, which is assumed. Such correlations describe a spread over classical trajectories, which belongs in $f$.

The second term gives the intrinsic moment. Here $V_k=\partial_kH_0$, where $H_0=\chi v\boldsymbol\sigma\cdot\mathbf p$. Differentiating $(H_0-vp)u=0$ and projecting with $Q$, on which $H_0=-vp$, gives $QV_ku=Q(vp-H_0)\partial_ku=2vp\,Q\partial_ku$. Therefore

$$\langle r_jV_k\rangle=\mathrm{Re}\,\big[2vp\,i\hbar\langle\partial_ku|Q|\partial_ju\rangle\big]=2vp\,\hbar\,\mathrm{Im}\langle\partial_ju|\partial_ku\rangle .$$

The projector could be dropped because $\langle\partial_ku|u\rangle\langle u|\partial_ju\rangle$ is a product of two imaginary numbers, hence real. From (2), $\Omega_i=-i\hbar\,\epsilon_{ijk}\langle\partial_ju|\partial_ku\rangle=\hbar\,\epsilon_{ijk}\mathrm{Im}\langle\partial_ju|\partial_ku\rangle$. Thus

$$\mathbf m=q\,vp\,\boldsymbol\Omega,\tag{9}$$

and $\varepsilon=vp-\mathbf m\cdot\mathbf B$ is the energy in (4).

## Equations of motion

In canonical momentum $\mathbf k$ the packet has envelope $|g|e^{-i\gamma(\mathbf k,t)/\hbar}$ and spinor $u(\mathbf k-q\mathbf A(\mathbf x_c,t))$. By (8) its centre is $\mathbf x_c=\nabla_k\gamma-\mathbf a$. At fixed $\mathbf k$ the spinor changes only through $\mathbf A$, so

$$\langle i\hbar\partial_t\rangle=\partial_t\gamma+q\,\mathbf a\cdot\frac{d\mathbf A}{dt}
=\frac{d\gamma}{dt}-\dot{\mathbf k}\cdot(\mathbf x_c+\mathbf a)+q\,\mathbf a\cdot\frac{d\mathbf A}{dt}
=\frac{d\gamma}{dt}-\dot{\mathbf k}\cdot\mathbf x_c-\mathbf a\cdot\dot{\mathbf p}.$$

Dropping total derivatives turns $-\dot{\mathbf k}\cdot\mathbf x_c$ into $\mathbf k\cdot\dot{\mathbf x}_c$. Subtracting the energy and omitting the index $c$,

$$L=(\mathbf p+q\mathbf A)\cdot\dot{\mathbf x}-\mathbf a\cdot\dot{\mathbf p}-\varepsilon-q\phi .\tag{10}$$

Variation of $\mathbf p$ gives $\dot x_i-\partial_{p_i}\varepsilon-\dot p_j\partial_ia_j+\dot p_j\partial_ja_i=0$, and the last two terms are $-(\dot{\mathbf p}\times\boldsymbol\Omega)_i$. Variation of $\mathbf x$ gives the Lorentz force. With $\mathbf w=\partial\varepsilon/\partial\mathbf p$ and $\mathbf F=q\mathbf E-\partial\varepsilon/\partial\mathbf x$,

$$\dot{\mathbf x}=\mathbf w+\dot{\mathbf p}\times\boldsymbol\Omega,\qquad \dot{\mathbf p}=\mathbf F+q\,\dot{\mathbf x}\times\mathbf B .\tag{11}$$

The term $\dot{\mathbf p}\times\boldsymbol\Omega$ is the anomalous velocity. To separate the unknowns, insert the second equation into the first and use $(\dot{\mathbf x}\times\mathbf B)\times\boldsymbol\Omega=\mathbf B(\dot{\mathbf x}\cdot\boldsymbol\Omega)-\dot{\mathbf x}(\mathbf B\cdot\boldsymbol\Omega)$. The first equation also gives $\dot{\mathbf x}\cdot\boldsymbol\Omega=\mathbf w\cdot\boldsymbol\Omega$. The same steps for $\dot{\mathbf p}$, with $\dot{\mathbf p}\cdot\mathbf B=\mathbf F\cdot\mathbf B$, yield

$$D\dot{\mathbf x}=\mathbf w+\mathbf F\times\boldsymbol\Omega+q\mathbf B(\mathbf w\cdot\boldsymbol\Omega),\tag{12}$$
$$D\dot{\mathbf p}=\mathbf F+q\,\mathbf w\times\mathbf B+q\,\boldsymbol\Omega(\mathbf F\cdot\mathbf B).\tag{13}$$

Differentiating $\varepsilon=vp-\chi\hbar qv\,\mathbf B\cdot\mathbf p/(2p^2)$ gives

$$\mathbf w=v\hat{\mathbf p}(1+2q\mathbf B\cdot\boldsymbol\Omega)-\frac{\chi\hbar qv}{2p^2}\mathbf B .\tag{14}$$

In (12) the last term of $\mathbf w$ cancels $q\mathbf B(\mathbf w\cdot\boldsymbol\Omega)$ to first order. In uniform fields,

$$D\dot{\mathbf x}=v\hat{\mathbf p}(1+2q\mathbf B\cdot\boldsymbol\Omega)+q\mathbf E\times\boldsymbol\Omega+O(\hbar^2).\tag{15}$$

## Phase-space measure and kinetic equation

Canonical coordinates carry the density of states $1/(2\pi\hbar)^3$. In the variables $(\mathbf x,\mathbf p)$ this is multiplied by the Jacobian, whose square is the determinant of the symplectic matrix. Up to a row exchange and signs, that matrix is the coefficient matrix of (11). If $[\mathbf b]$ denotes the matrix with $[\mathbf b]\mathbf c=\mathbf b\times\mathbf c$, then

$$\det\begin{pmatrix}1&[\boldsymbol\Omega]\\ q[\mathbf B]&1\end{pmatrix}=\det\big(1-q[\boldsymbol\Omega][\mathbf B]\big)=\det\big(D\,1-q\,\mathbf B\boldsymbol\Omega^{T}\big)=D^2 .\tag{16}$$

The last matrix multiplies vectors perpendicular to $\boldsymbol\Omega$ by $D$, which accounts for two eigenvalues, and multiplies $\mathbf B$ by $D-q\mathbf B\cdot\boldsymbol\Omega=1$. The number of states is thus $D\,d^3x\,d^3p/(2\pi\hbar)^3$.

Its conservation can be checked term by term. First, $\partial_tD=q\boldsymbol\Omega\cdot\partial_t\mathbf B$. Next, using $\nabla\cdot\mathbf B=0$ and $\nabla_x\times\mathbf F=q\nabla\times\mathbf E=-q\partial_t\mathbf B$,

$$\nabla_x\cdot(D\dot{\mathbf x})=\nabla_x\cdot\mathbf w-q\boldsymbol\Omega\cdot\partial_t\mathbf B+q\mathbf B\cdot\nabla_x(\mathbf w\cdot\boldsymbol\Omega).$$

Finally, $\mathbf w$ is a momentum gradient and has no curl, while the momentum dependence of $\mathbf F$ comes from $-\nabla_x\varepsilon$. Hence

$$\nabla_p\cdot(D\dot{\mathbf p})=-\nabla_x\cdot\mathbf w-q\mathbf B\cdot\nabla_x(\mathbf w\cdot\boldsymbol\Omega)+q(\mathbf F\cdot\mathbf B)\nabla_p\cdot\boldsymbol\Omega .$$

The sum is

$$\partial_tD+\nabla_x\cdot(D\dot{\mathbf x})+\nabla_p\cdot(D\dot{\mathbf p})=q(\mathbf F\cdot\mathbf B)\,\nabla_p\cdot\boldsymbol\Omega,\tag{17}$$

which vanishes for $p\neq0$. Without collisions $f$ is constant along a trajectory; multiplying $df/dt=0$ by $D$ gives (3).

## The anomaly as flux from the node

Exclude a ball $p<\Delta$. Outside it, (3) and (17) combine to

$$\partial_t(Df)+\nabla_x\cdot(D\dot{\mathbf x}f)+\nabla_p\cdot(D\dot{\mathbf p}f)=0 .$$

Let $n=\int Df\,d^3p/(2\pi\hbar)^3$ and $\mathbf j=\int D\dot{\mathbf x}f\,d^3p/(2\pi\hbar)^3$. The normal pointing out of the integration region is $-\hat{\mathbf p}$ on the small sphere, so for $f$ vanishing at large $p$

$$\partial_tn+\nabla\cdot\mathbf j=\frac1{(2\pi\hbar)^3}\oint_{p=\Delta}d\mathbf S\cdot D\dot{\mathbf p}\,f .\tag{18}$$

Take uniform fields and an $f$ that near the node is a smooth function of $\varepsilon$. The three terms of (13) contribute as follows.

- The force $q\mathbf E$ integrates to zero against the isotropic part of $f$. The energy shift makes $f$ slightly anisotropic and changes it by $-v\Delta\,f'\,q\mathbf B\cdot\boldsymbol\Omega$. Since $\hat p_i\hat p_j$ averages to $\delta_{ij}/3$ over angles, this leaves $-\frac13v\Delta\,f'\cdot2\pi\hbar\chi q^2(\mathbf E\cdot\mathbf B)$, a fraction $-\frac13v\Delta\,f'/f$ of the monopole term below.
- The magnetic force has no radial part, since $\mathbf w$ in (14) contains only $\hat{\mathbf p}$ and $\mathbf B$.
- The monopole term gives $q^2(\mathbf E\cdot\mathbf B)f\oint\boldsymbol\Omega\cdot d\mathbf S=2\pi\hbar\chi q^2(\mathbf E\cdot\mathbf B)f$.

With $\Delta$ small on the scale over which $f$ varies, yet $\Delta^2\gg\hbar|qB|$ and $\Delta^2\gg\hbar|qE|/v$, the upper band has the source

$$\left.\partial_tn+\nabla\cdot\mathbf j\right|_{\rm upper}=\frac{\chi q^2}{4\pi^2\hbar^2}\,(\mathbf E\cdot\mathbf B)\,f(0).\tag{19}$$

If the node lies deep in the Fermi sea, $f(0)=1$ and (5) follows. At general temperature the lower band is needed. Its curvature is $-\boldsymbol\Omega$, and its occupation is measured from the filled sea, as $f-1$. Its source is (19) with $f(0)$ replaced by $-(f(0)-1)=1-f(0)$. The sum is (5), independent of temperature and chemical potential.

The subtraction of the filled sea matters. If the lower band were counted with $f$ itself, the two sources would cancel: particles entering the upper band through the node leave the lower one. The net supply enters from the deep end of the sea, where the filled lower band carries a monopole flux through a sphere of any size. In a crystal the linear dispersion ends at finite momentum, and the supply comes from nodes of opposite chirality, so the total particle number is conserved. The flux integral over both bands, evaluated at finite temperature, reproduces this division: for $\chi=+1$ the parts are 0.645 and 0.354 of the full source. The small deficit of their sum from 1 is of order $v\Delta/k_BT$.

## Comparison with Landau levels

An independent check uses quantum levels in a uniform field along $z$, with $qB>0$. The operator identity $(\boldsymbol\sigma\cdot\mathbf p)^2=\mathbf p^2-\hbar qB\sigma_z$, with $p_\perp^2=\hbar qB(2N+1)$, gives

$$\varepsilon_n=\pm v\sqrt{p_z^2+2n\hbar qB}\quad(n\ge1),\qquad \varepsilon_0=\chi vp_z .\tag{20}$$

The $n=0$ state has $N=0$ and spin up, so it occurs once. Each level has $qB/(2\pi\hbar)$ states per area. The force $qE$ moves states along $p_z$, where there are $1/(2\pi\hbar)$ per length. The chiral level therefore carries $\chi(qE/2\pi\hbar)(qB/2\pi\hbar)$ particles per volume and time through zero energy, which is (5).

The levels also test $D$ and $\varepsilon$ together. Count the occupied upper-band states per area at fixed $p_z$. For $\chi p_z>0$ the sum over $n$ starts at 0, otherwise at 1. The Euler–Maclaurin formula replaces it by an integral from $n=0$, which is the zero-field count, plus half the $n=0$ term if the sum contains that term and minus half of it otherwise:

$$\delta N=\mathrm{sgn}(\chi p_z)\,\frac{qB}{4\pi\hbar}\,f(v|p_z|)+O(B^2).\tag{21}$$

This step needs $f(\varepsilon_n)$ to change little from one level to the next, that is, $k_BT$ not small against the level spacing $\hbar qBv^2/\varepsilon$ at the Fermi energy, and $p_z^2\gg\hbar qB$. At zero temperature, for $0<\chi p_z<p_F$, $\delta N$ is instead a sawtooth between 0 and $qB/(2\pi\hbar)$, and (21) is only its mean. For $p_z\to0$ the remainder is of order $B^{3/2}$.

In kinetic theory the linear term comes from the measure and from the energy shift. With $d^2p_\perp=2\pi p\,dp$ at fixed $p_z$,

$$\delta N=\int\!\frac{d^2p_\perp}{(2\pi\hbar)^2}\,q\mathbf B\cdot\boldsymbol\Omega\,(f-vpf')
=\frac{\chi qBp_z}{4\pi\hbar}\int_{|p_z|}^\infty\!dp\,\frac{f-vpf'}{p^2}.$$

The integrand is $-d(f/p)/dp$, so the integral is $f(v|p_z|)/|p_z|$ and (21) results. In the computed case with $\chi p_z>0$, in units $\hbar=v=1$, the levels give $\delta N/(qB)=0.0791$ and the kinetic count gives 0.0790. The measure alone gives 0.0384 and the energy shift alone 0.0403, so neither suffices.

The levels also clarify a feature of (15). For $\mathbf E=0$ it gives $\dot{\mathbf x}=v\hat{\mathbf p}(1+q\mathbf B\cdot\boldsymbol\Omega)$, which exceeds $v$ for some directions. Equating $\varepsilon^2=v^2(p^2-\chi\hbar qB\cos\theta)$ with (20) shows that the allowed orbits have $p_\perp^2=\hbar qB(2n+\chi\cos\theta)$. On them the velocity along $\mathbf B$ is, to the order kept, $v^2p_z/\varepsilon_n$, whose magnitude does not exceed $v$. This component is constant along the orbit. The full speed $v(1+q\mathbf B\cdot\boldsymbol\Omega)$ from (15) still exceeds $v$ where $\chi\cos\theta>0$, but no actual packet moves that fast, because the velocity operator $\chi v\boldsymbol\sigma$ has no mean larger than $v$. The components of $\mathbf p$ across $\mathbf B$ do not commute, so a packet has a minimum spread in $\mathbf p$. This spread, neglected in the narrow limit, lowers the mean velocity by an amount of the same order in $B$. A momentum strictly parallel to $\mathbf B$ is not a semiclassical orbit with $n\ge1$.

## Numerical example

Take a model node with $\chi=+1$, $q=-e$, $v=10^6$ m/s, chemical potential $\mu=100$ meV, $B=1$ T and $E=10^4$ V/m at zero temperature. The Fermi momentum is $p_F=\mu/v=1.602\times10^{-26}$ kg m/s, or $k_F=1.519\times10^8$ m$^{-1}$. In wavenumber space the curvature is $1/(2k_F^2)=2.17\times10^{-17}$ m$^2$.

The expansion parameter is $\hbar eB/p_F^2=0.0658$. For $\mathbf p$ at $60^\circ$ to $\mathbf B$,

$$q\mathbf B\cdot\boldsymbol\Omega=-\tfrac12(0.0658)(0.5)=-0.0165 .$$

Thus $D=0.984$, and the energy rises by $100\times0.0165=1.65$ meV. The velocity along $\mathbf B$ falls from $5.00\times10^5$ to $4.92\times10^5$ m/s.

Without a magnetic field, with $\mathbf E$ along $x$ and $\mathbf p$ along $z$, the force points along $-x$. The anomalous velocity $\mathbf F\times\boldsymbol\Omega$ then points along $+y$, with magnitude $\hbar eE/(2p_F^2)=329$ m/s. This is small compared with $v$, as the adiabatic condition requires.

For $\mathbf E\parallel\mathbf B$, (5) gives

$$\frac{e^2EB}{4\pi^2\hbar^2}=5.85\times10^{32}\ \mathrm{m^{-3}\,s^{-1}} .$$

In 1 ps, without scattering to other nodes, the density grows by $5.85\times10^{20}$ m$^{-3}$. The zero-field density is $n_0=k_F^3/(6\pi^2)=5.92\times10^{22}$ m$^{-3}$, so the gain is 0.99 %. If the electrons relax within the node and give their excess energy to a cold lattice, the zero-field relation $\mu\propto n^{1/3}$ gives the estimate

$$\Delta\mu=100\,\big[(1.00987)^{1/3}-1\big]\ \mathrm{meV}=0.33\ \mathrm{meV}.$$

This estimate leaves out the oscillation of the density of states caused by the Landau levels, whose spacing at $\mu$ is about 6.6 meV here. Counting states with (20) at zero temperature gives 0.39 meV at $\mu=100$ meV, and values between roughly 0.1 and 0.5 meV as $\mu$ moves through one spacing. The assumed relaxation is essential: without it the field shifts the whole Fermi sea by $eEt=0.1\,p_F$ in 1 ps, up to 10 meV in energy, far more than $\Delta\mu$.

Reversing either field alone reverses the pumping and depletes the node. Reversing the sign of $q$ does not, because (5) contains $q^2$.

The semiclassical picture breaks down inside $p\sim\sqrt{\hbar eB}$, about a quarter of $p_F$ here. The separation of scales used for (19) is thus moderate in this example, and the agreement with the Landau-level rate supports using (5). The numerical output gives the remaining checks of curvature, moment, anomalous velocity and (17).

## Computed values

```
TESTS, hbar = v = 1
chi=+1 monopole flux / 2pi: 1.000000
chi=-1 monopole flux / 2pi: -1.000000
packet test momentum: [0.2 0.6 0.8]
packet moment/q, chi=+1: [0.09617 0.28845 0.38459]
|p| Omega, chi=+1:       [0.09615 0.28846 0.38462]
sideways velocity, Weyl equation: 0.001738
sideways velocity, |F x Omega|:   0.001738
Liouville terms (t, x, p): [ 0.097591 -0.445625  0.348034]
Liouville sum: 5.6e-17
state count: qB=0.02, mu=1.0, T=0.1, chi=+1
pz=+0.5 change/qB, Landau levels:  0.07908
pz=+0.5 measure and energy shift:  0.07896
pz=+0.5 measure only:              0.03840
pz=+0.5 energy shift only:         0.04029
pz=-0.5 change/qB, Landau levels:  -0.07901
pz=-0.5 measure and energy shift:  -0.07913
pz=-0.5 measure only:              -0.03840
pz=-0.5 energy shift only:         -0.04102
node source in units q^2 E.B/(4 pi^2), mu=0.3, T=0.5
chi=+1 upper 0.6454, lower 0.3540, sum 0.9994
chi=+1 net Landau levels crossing zero: +1
chi=-1 upper -0.6454, lower -0.3540, sum -0.9994
chi=-1 net Landau levels crossing zero: -1
EXAMPLE, chi=+1, q=-e
velocity v: 1.0e+06 m/s
chemical potential: 100.0 meV
magnetic field: 1.0 T
electric field: 1.0e+04 V/m
Fermi momentum: 1.6022e-26 kg m/s
Fermi wavenumber: 1.5193e+08 1/m
curvature 1/(2 kF^2): 2.1662e-17 m^2
hbar e B / pF^2: 0.06582
angle of p to B: 60.0 degrees
measure D: 0.98354
energy shift: 1.6455 meV
velocity along B: 4.92185e+05 m/s
same without B: 5.00000e+05 m/s
sideways velocity, E along x, p along z: y = 329.11 m/s
pumping rate, E parallel B: 5.8467e+32 1/(m^3 s)
node density at B=0: 5.9218e+22 1/m^3
pumping time: 1.0 ps
density gained: 5.8467e+20 1/m^3
relative gain: 0.00987
rise of chemical potential: 0.3280 meV
```
